# Laguerre law for the inverse delay times of a chaotic cavity: a program that tests the result

```python
"""Proper delay times of a chaotic cavity: test of the Laguerre law.

Result under test: the inverse eigenvalues gamma_n of Q = -i hbar S^+ dS/dE obey
  P ~ prod_{i<j} |gamma_i-gamma_j|^beta
      * prod_i gamma_i^(beta N/2) exp(-beta tau_H gamma_i/2),
so that <tr Q>/N = tau_H/N.
S: scattering matrix, N: ideal channels, M: internal states, beta = 1 (real H)
or 2 (complex H), tau_H = 2 pi hbar/Delta, Delta: mean level spacing.
Simulation units: hbar = lambda = 1, lambda = M Delta/pi, hence tau_H = 2 M.
"""
from fractions import Fraction
from math import factorial
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import sqrtm
from scipy.stats import kstest, ks_2samp

rng = np.random.default_rng(20240611)


def dagger(a):
    return np.conj(np.swapaxes(a, -1, -2))


def gaussian_hamiltonians(beta, size, count):
    """Gaussian ensemble whose semicircle has density size/pi at E = 0."""
    a = rng.standard_normal((count, size, size))
    if beta == 2:
        a = a + 1j * rng.standard_normal((count, size, size))
    return (a + dagger(a)) / np.sqrt(2 * beta * size)


def cauchy_hamiltonians(beta, size, count):
    """Cayley transform of circular-ensemble matrices."""
    z = rng.standard_normal((count, size, size)) \
        + 1j * rng.standard_normal((count, size, size))
    u, r = np.linalg.qr(z)
    d = np.diagonal(r, axis1=1, axis2=2)
    u = u * (d / np.abs(d))[:, None, :]
    if beta == 1:
        u = u @ np.swapaxes(u, 1, 2)
    one = np.eye(size)
    h = 1j * np.linalg.solve(one + u, one - u)
    h = (h + dagger(h)) / 2
    return h.real if beta == 1 else h


def resolvent_blocks(h, energy, channels):
    """Channel blocks of (E-H)^-1 and of (E-H)^-2."""
    count, size, _ = h.shape
    p = np.broadcast_to(np.eye(size)[:, :channels], (count, size, channels))
    x = np.linalg.solve(energy * np.eye(size) - h, p)
    return x[:, :channels, :], dagger(x) @ x


def scattering_and_delay(blocks, n, coupling=1.0):
    """S and Q for the first n channels; coupling = 1 is an ideal contact."""
    k = coupling * blocks[0][:, :n, :n]
    k2 = coupling * blocks[1][:, :n, :n]
    r = np.linalg.inv(np.eye(n) + 1j * k)
    return 2 * r - np.eye(n), 2 * dagger(r) @ k2 @ r


def extreme_cdfs(weight, beta, scale, points=800):
    """CDFs of the smaller and larger of two variables with joint density
    |x1-x2|^beta weight(x1) weight(x2), by direct quadrature."""
    edges = np.linspace(0, 1, points + 1)
    u = (edges[1:] + edges[:-1]) / 2
    x = scale * u / (1 - u)
    f = weight(x) * scale / (1 - u)**2
    joint = np.abs(x[:, None] - x[None, :])**beta * f[:, None] * f[None, :]
    joint /= joint.sum()
    below = np.diag(joint.cumsum(0).cumsum(1))
    above = np.diag(joint[::-1, ::-1].cumsum(0).cumsum(1))[::-1]
    large = np.concatenate([[0.0], below])
    small = np.concatenate([1 - above, [1.0]])
    return (lambda t: np.interp(t / (t + scale), edges, small),
            lambda t: np.interp(t / (t + scale), edges, large))


def distance_to_cdf(sample, cdf):
    return kstest(sample, cdf, method="asymp").statistic


def distance_of_samples(a, b):
    return ks_2samp(a, b, method="asymp").statistic


# --- Q from the definition (energy derivative of S) against both formulas ---
def s_matrix(h, energy, n):
    size = len(h)
    p = np.eye(size)[:, :n]
    return np.eye(n) - 2j * p.T @ np.linalg.solve(
        energy * np.eye(size) - h + 1j * p @ p.T, p)


derivative_error = 0.0
for beta in (1, 2):
    h = gaussian_hamiltonians(beta, 12, 1)
    step = 1e-5
    ds = (s_matrix(h[0], step, 3) - s_matrix(h[0], -step, 3)) / (2 * step)
    q_definition = -1j * s_matrix(h[0], 0.0, 3).conj().T @ ds
    q_resolvent = scattering_and_delay(resolvent_blocks(h, 0.0, 3), 3)[1][0]
    g = np.linalg.inv(h[0])
    g11, g12 = g[:3, :3], g[:3, 3:]
    metric = np.eye(3) + g11 @ g11
    b = np.linalg.solve(sqrtm(metric), g12)
    q_blocks = 2 * (np.linalg.solve(metric, g11 @ g11) + b @ b.conj().T)
    scale_q = np.abs(q_resolvent).max()
    err1 = np.abs(q_definition - q_resolvent).max() / scale_q
    err2 = np.abs(np.linalg.eigvalsh((q_blocks + q_blocks.conj().T) / 2)
                  - np.linalg.eigvalsh(q_resolvent)).max() / scale_q
    derivative_error = max(derivative_error, err1, err2)
# central differences carry an error of order step^2 times (delay time)^2
assert derivative_error < 1e-4

# --- finite-M law in the Cauchy ensemble, M = 6, N = 2 ---
small_m, cauchy_distance, cauchy_split, cauchy_mean = 6, {}, {}, {}
for beta in (1, 2):
    h = cauchy_hamiltonians(beta, small_m, 20000)
    s, q = scattering_and_delay(resolvent_blocks(h, 0.0, 2), 2)
    bounded = (2 * np.eye(2) - s - dagger(s)) / 4
    w = q / 2 - bounded
    x = 1 / np.linalg.eigvalsh((w + dagger(w)) / 2)
    power = beta * (small_m + 1) / 2 + 1
    cdfs = extreme_cdfs(lambda t: t**beta * (1 + t)**(-power), beta, 0.7)
    cauchy_distance[beta] = max(distance_to_cdf(x.min(1), cdfs[0]),
                                distance_to_cdf(x.max(1), cdfs[1]))
    phase = np.trace(bounded, axis1=1, axis2=2).real
    half = phase < np.median(phase)
    cauchy_split[beta] = max(
        distance_of_samples(x.min(1)[half], x.min(1)[~half]),
        distance_of_samples(x.max(1)[half], x.max(1)[~half]))
    cauchy_mean[beta] = np.trace(q, axis1=1, axis2=2).real.mean() / (2*small_m)
    # sampling noise of 20000 draws (and of two halves of 10000)
    assert cauchy_distance[beta] < 0.017
    assert cauchy_split[beta] < 0.033
    # heavy tails make this average converge slowly
    assert abs(cauchy_mean[beta] / (1 - 2 / (2 * small_m)) - 1) < 0.06

# --- mean level spacing of the Gaussian ensemble at the band centre ---
big_m, draws, n_ch = 100, 6000, 4
levels = np.linalg.eigvalsh(gaussian_hamiltonians(2, big_m, 200))
spacing_ratio = 0.4 * 200 / np.sum(np.abs(levels) < 0.2) / (np.pi / big_m)
assert abs(spacing_ratio - 1) < 0.02

# --- Laguerre law against Gaussian Hamiltonians ---
dist2, control2, dist4, mean4, var4 = {}, {}, {}, {}, {}
for beta in (1, 2):
    parts = [resolvent_blocks(gaussian_hamiltonians(beta, big_m, 500), 0.0, n_ch)
             for _ in range(draws // 500)]
    blocks = tuple(np.concatenate([p[i] for p in parts]) for i in (0, 1))
    q2 = scattering_and_delay(blocks, 2)[1]
    gam = 2 * big_m / np.linalg.eigvalsh(q2)
    good = extreme_cdfs(lambda t: t**beta * np.exp(-beta*t/2), beta, 4.0)
    bad = extreme_cdfs(lambda t: t**(beta/2) * np.exp(-beta*t/2), beta, 4.0)
    dist2[beta] = max(distance_to_cdf(gam.min(1), good[0]),
                      distance_to_cdf(gam.max(1), good[1]))
    control2[beta] = max(distance_to_cdf(gam.min(1), bad[0]),
                         distance_to_cdf(gam.max(1), bad[1]))
    # sampling noise about 0.025 plus a 1/M shift of about 0.015
    assert dist2[beta] < 0.045 and control2[beta] > 0.08

    # N = 4: Laguerre eigenvalues from rectangular Gaussian matrices
    if beta == 1:
        a = rng.standard_normal((20000, n_ch, 2 * n_ch + 1))
    else:
        a = (rng.standard_normal((20000, n_ch, 2 * n_ch))
             + 1j * rng.standard_normal((20000, n_ch, 2 * n_ch))) / np.sqrt(2)
    laguerre = np.linalg.eigvalsh(a @ dagger(a))
    q4 = scattering_and_delay(blocks, n_ch)[1]
    gam4 = 2 * big_m / np.linalg.eigvalsh(q4)
    dist4[beta] = max(distance_of_samples(gam4.min(1), laguerre.min(1)),
                      distance_of_samples(gam4.max(1), laguerre.max(1)))
    total = np.trace(q4, axis1=1, axis2=2).real / (2 * big_m)
    mean4[beta], var4[beta] = total.mean(), total.var()
    # sampling noise about 0.03 plus a shift of order N/M
    assert dist4[beta] < 0.06
    assert abs(mean4[beta] - 1) < 0.04


# --- imperfect contacts (last loop left the beta = 2 sample in place) ---
def coupling_for(transmission):
    root = np.sqrt(1 - transmission)
    return (1 - root) / (1 + root)


q_half = scattering_and_delay(blocks, n_ch, coupling_for(0.5))[1]
gam_half = 2 * big_m / np.linalg.eigvalsh(q_half)
half_distance = max(distance_of_samples(gam_half.min(1), laguerre.min(1)),
                    distance_of_samples(gam_half.max(1), laguerre.max(1)))
half_mean = np.trace(q_half, axis1=1, axis2=2).real.mean() / (2 * big_m)
assert half_distance > 0.1 and abs(half_mean - 1) < 0.05
q_ninety = scattering_and_delay(blocks, n_ch, coupling_for(0.9))[1]
ninety_ratio = (np.trace(q_ninety, axis1=1, axis2=2).real / (2*big_m)).var() \
    / var4[2]


# --- exact moments of sum(1/gamma) by integration over ordered eigenvalues ---
def exact_moments(n, beta):
    gaps = sp.symbols(f"s0:{n}")
    gamma = [sp.Poly(sum(gaps[:k + 1]), *gaps) for k in range(n)]
    one = sp.Poly(1, *gaps)
    weight, product, cofactors = one, one, sp.Poly(0, *gaps)
    for i in range(n):
        product = product * gamma[i]
        term = one
        for j in range(n):
            if j != i:
                term = term * gamma[j]
            if j > i:
                weight = weight * (gamma[j] - gamma[i])**beta
        cofactors = cofactors + term
    weight = weight * product**(beta * n // 2 - 2)

    def integral(poly):
        result = Fraction(0)
        for powers, coefficient in poly.terms():
            value = Fraction(int(coefficient))
            for k, m in enumerate(powers):
                value *= factorial(m) / Fraction(beta * (n - k), 2)**(m + 1)
            result += value
        return result

    norm = integral(weight * product * product)
    return (integral(weight * product * cofactors) / norm,
            integral(weight * cofactors * cofactors) / norm)


exact_var = {}
for n, beta in ((4, 1), (4, 2), (2, 2), (2, 4)):
    first, second = exact_moments(n, beta)
    exact_var[n, beta] = second - first**2
    assert first == 1
    assert exact_var[n, beta] == Fraction(4, (n + 1) * (beta * n - 2))
# variance estimate has heavy-tailed sampling noise
assert abs(var4[2] / float(exact_var[4, 2]) - 1) < 0.25

# --- worked example: GaAs quantum dot, rough typical parameters ---
area = 0.25e-12           # m^2
mass = 0.067 * const.m_e
density = 3e15            # m^-2
mobility = 100.0          # m^2/(V s)
temperature = 0.05        # K
field = 0.05              # T
g_factor = 0.44           # magnitude
permittivity = 12.9
gap_ev = 1.52
dephasing_time = 1e-9     # s
spin_orbit_length = 5e-6  # m
ev = const.e
spacing = 2 * np.pi * const.hbar**2 / (mass * area)
tau_h = const.h / spacing
mean_delay = tau_h / n_ch
rms = {b: np.sqrt(float(exact_var[4, b])) for b in (1, 2)}
k_f = np.sqrt(2 * np.pi * density)
v_f = const.hbar * k_f / mass
e_f = (const.hbar * k_f)**2 / (2 * mass)
length = np.sqrt(area)
crossing = length / v_f
free_path = const.hbar * k_f * mobility / const.e
cyclotron = const.hbar * k_f / (const.e * field)
zeeman = g_factor * const.physical_constants["Bohr magneton"][0] * field
thermal = const.k * temperature
c_geo = 8 * permittivity * const.epsilon_0 * np.sqrt(area / np.pi)
c_quantum = 2 * const.e**2 / spacing


def series_capacitance(cq):
    return c_geo * cq / (c_geo + cq)


cap_fluctuation = (series_capacitance(c_quantum * (1 + rms[2]))
                   - series_capacitance(c_quantum * (1 - rms[2]))) \
    / (2 * series_capacitance(c_quantum))

# thermal average of tr Q with the weight -df/dE
heat_m, grid = 60, np.linspace(-6, 6, 11)
fermi_weight = 1 / np.cosh(grid / 2)**2
fermi_weight /= fermi_weight.sum()
traces = []
for _ in range(3):
    h = gaussian_hamiltonians(2, heat_m, 500)
    traces.append(np.array([
        np.trace(scattering_and_delay(resolvent_blocks(
            h, e * thermal / spacing * np.pi / heat_m, n_ch), n_ch)[1],
            axis1=1, axis2=2).real for e in grid]))
traces = np.concatenate(traces, axis=1)
thermal_ratio = (fermi_weight @ traces).var() / traces.var(axis=1).mean()

ps = 1e12
print(f"Q: largest relative error of the two formulas = {derivative_error:.1e}")
for b in (1, 2):
    print(f"Cauchy M=6 N=2 beta={b}: CDF distance = {cauchy_distance[b]:.4f}, "
          f"split by S = {cauchy_split[b]:.4f}")
    print(f"Cauchy M=6 N=2 beta={b}: <tr Q>/tau_H = {cauchy_mean[b]:.3f} "
          f"(formula {1 - 2 / (2 * small_m):.3f})")
print(f"Gaussian H: M = {big_m}, samples per beta = {draws}")
print(f"Gaussian H: counted spacing / (pi lambda/M) = {spacing_ratio:.4f}")
for b in (1, 2):
    print(f"Gaussian N=2 beta={b}: CDF distance to Laguerre = {dist2[b]:.4f}, "
          f"to wrong exponent = {control2[b]:.3f}")
    print(f"Gaussian N=4 beta={b}: CDF distance to Laguerre = {dist4[b]:.4f}")
    print(f"Gaussian N=4 beta={b}: <tr Q>/tau_H = {mean4[b]:.4f}")
    print(f"Exact N=4 beta={b}: Var(tr Q)/tau_H^2 = {exact_var[4, b]} "
          f"= {float(exact_var[4, b]):.4f}")
print(f"Gaussian N=4 beta=2: sampled Var(tr Q)/tau_H^2 = {var4[2]:.4f}")
print(f"Transmission 0.5, N=4 beta=2: CDF distance = {half_distance:.3f}, "
      f"<tr Q>/tau_H = {half_mean:.4f}")
print(f"Dot area = {area * 1e18:.0f} nm^2, side = {length * 1e9:.0f} nm")
print(f"Mass = {mass / const.m_e:.3f} m_e, density = {density * 1e-4:.1e} cm^-2")
print(f"Mobility = {mobility * 1e4:.1e} cm2/Vs, T = {temperature:.3f} K, "
      f"B = {field:.3f} T")
print(f"Level spacing per spin = {spacing / ev * 1e6:.2f} ueV")
print(f"Heisenberg time = {tau_h * ps:.1f} ps")
print(f"Channels per spin N = {n_ch}, mean delay = {mean_delay * ps:.2f} ps "
      f"= {mean_delay * 1e9:.4f} ns")
for b in (1, 2):
    print(f"rms of tr Q/N, beta={b}: {rms[b] * mean_delay * ps:.2f} ps "
          f"({100 * rms[b]:.1f} % of mean)")
for name, pick in (("shortest", np.max), ("longest", np.min)):
    lag = np.median(tau_h / pick(laguerre, axis=1)) * ps
    ham = np.median(tau_h / pick(gam4, axis=1)) * ps
    print(f"Median {name} proper delay, beta=2: Laguerre {lag:.1f} ps, "
          f"Hamiltonian {ham:.1f} ps")
print(f"Escape width hbar/mean delay = {const.hbar/mean_delay/ev*1e6:.2f} ueV")
print(f"Thermal energy kT = {thermal / ev * 1e6:.2f} ueV")
print(f"Thermal variance / zero-temperature variance = {thermal_ratio:.2f}")
print(f"Transmission 0.9: variance / ideal variance = {ninety_ratio:.2f}")
print(f"Isolated-disc capacitance = {c_geo * 1e15:.3f} fF, "
      f"charging energy e^2/C = {const.e**2 / c_geo / ev * 1e3:.3f} meV")
print(f"Quantum capacitance, both spins = {c_quantum * 1e15:.2f} fF")
print(f"Relative capacitance fluctuation, T=0 = {100*cap_fluctuation:.2f} %")
print(f"Fermi velocity = {v_f * 100:.2e} cm/s, Fermi energy = "
      f"{e_f / ev * 1e3:.2f} meV")
print(f"Crossing time = {crossing * ps:.2f} ps, "
      f"crossing time/mean delay = {crossing / mean_delay:.3f}")
print(f"Mean free path = {free_path * 1e9:.0f} nm")
print(f"Dephasing time (rough) = {dephasing_time * ps:.0f} ps, "
      f"mean delay/dephasing time = {mean_delay / dephasing_time:.3f}")
print(f"Flux through dot = {field * area * const.e / const.h:.2f} h/e")
print(f"Cyclotron radius = {cyclotron * 1e9:.0f} nm")
print(f"Zeeman energy = {zeeman / ev * 1e6:.2f} ueV")
print(f"Spin-orbit length (rough) = {spin_orbit_length * 1e9:.0f} nm, "
      f"(side/length)^2 = {(length / spin_orbit_length)**2:.3f}")
print(f"Nonparabolicity scale E_F/E_gap = {e_f / ev / gap_ev:.4f}")
print("success")
```

Printed output:

```
Q: largest relative error of the two formulas = 2.1e-09
Cauchy M=6 N=2 beta=1: CDF distance = 0.0099, split by S = 0.0097
Cauchy M=6 N=2 beta=1: <tr Q>/tau_H = 0.831 (formula 0.833)
Cauchy M=6 N=2 beta=2: CDF distance = 0.0059, split by S = 0.0132
Cauchy M=6 N=2 beta=2: <tr Q>/tau_H = 0.832 (formula 0.833)
Gaussian H: M = 100, samples per beta = 6000
Gaussian H: counted spacing / (pi lambda/M) = 1.0105
Gaussian N=2 beta=1: CDF distance to Laguerre = 0.0109, to wrong exponent = 0.211
Gaussian N=4 beta=1: CDF distance to Laguerre = 0.0154
Gaussian N=4 beta=1: <tr Q>/tau_H = 0.9881
Exact N=4 beta=1: Var(tr Q)/tau_H^2 = 2/5 = 0.4000
Gaussian N=2 beta=2: CDF distance to Laguerre = 0.0136, to wrong exponent = 0.328
Gaussian N=4 beta=2: CDF distance to Laguerre = 0.0264
Gaussian N=4 beta=2: <tr Q>/tau_H = 0.9886
Exact N=4 beta=2: Var(tr Q)/tau_H^2 = 2/15 = 0.1333
Gaussian N=4 beta=2: sampled Var(tr Q)/tau_H^2 = 0.1269
Transmission 0.5, N=4 beta=2: CDF distance = 0.984, <tr Q>/tau_H = 0.9875
Dot area = 250000 nm^2, side = 500 nm
Mass = 0.067 m_e, density = 3.0e+11 cm^-2
Mobility = 1.0e+06 cm2/Vs, T = 0.050 K, B = 0.050 T
Level spacing per spin = 28.58 ueV
Heisenberg time = 144.7 ps
Channels per spin N = 4, mean delay = 36.17 ps = 0.0362 ns
rms of tr Q/N, beta=1: 22.88 ps (63.2 % of mean)
rms of tr Q/N, beta=2: 13.21 ps (36.5 % of mean)
Median shortest proper delay, beta=2: Laguerre 9.2 ps, Hamiltonian 9.3 ps
Median longest proper delay, beta=2: Laguerre 75.0 ps, Hamiltonian 73.3 ps
Escape width hbar/mean delay = 18.20 ueV
Thermal energy kT = 4.31 ueV
Thermal variance / zero-temperature variance = 0.47
Transmission 0.9: variance / ideal variance = 1.19
Isolated-disc capacitance = 0.258 fF, charging energy e^2/C = 0.622 meV
Quantum capacitance, both spins = 11.21 fF
Relative capacitance fluctuation, T=0 = 0.94 %
Fermi velocity = 2.37e+07 cm/s, Fermi energy = 10.72 meV
Crossing time = 2.11 ps, crossing time/mean delay = 0.058
Mean free path = 9037 nm
Dephasing time (rough) = 1000 ps, mean delay/dephasing time = 0.036
Flux through dot = 3.02 h/e
Cyclotron radius = 1807 nm
Zeeman energy = 1.27 ueV
Spin-orbit length (rough) = 5000 nm, (side/length)^2 = 0.010
Nonparabolicity scale E_F/E_gap = 0.0071
success
```
